# Does log mobility linear in root field prove Coulomb traps?

**Q:** I have a hopping film whose logarithm of mobility is a straight line against the square root of the field. I conclude that charged traps limit the transport. A Coulomb trap gives this law, so what else is there to settle?

**A:** Whether anything without such a trap gives it too. Let us first write down your mechanism, so that we know what the line can tell us. I use atomic units in the algebra: the carrier has unit charge, $F$ is the force on it, and $T$ is the thermal energy. How does your trap respond to the field?

**Q:** Along the field direction the energy is

$$V(r)=-\frac{1}{\varepsilon r}-Fr ,$$

with $\varepsilon$ the relative permittivity. The barrier top is where $V'(r)=1/(\varepsilon r^2)-F=0$, so $r=1/\sqrt{\varepsilon F}$. Each term of $V$ then equals $-\sqrt{F/\varepsilon}$, and the barrier has dropped by $2\sqrt{F/\varepsilon}$. If thermal escape limits the motion and its prefactor varies slowly with field,

$$\ln\mu=\text{const}+\frac{2}{T}\sqrt{\frac{F}{\varepsilon}} .$$

**A:** That is sound for escape along the field direction. It shows that Coulomb traps imply the line. You are using the converse, and one counterexample is enough to break it.

**Q:** Then give me one. No charged traps, please.

**A:** Take a carrier that drifts and diffuses along $x$ in a random energy $U(x)$. The energies are Gaussian, with mean zero and rms value $\sigma$. No site is special and there is no Coulomb well. The one ingredient that matters is that the energies at two points are correlated, with a correlation that falls as the inverse of their distance.

**Q:** An inverse distance? You have smuggled the Coulomb potential back in.

**A:** The inverse distance is now in a statistical average, not in the energy of any one trap. Neutral dipoles can produce it. Let dipoles of moment $p$ and density $n$ have independent random positions and orientations. One dipole at separation $\mathbf R$ contributes $\mathbf p\cdot\nabla(1/R)/\varepsilon$, up to a sign. The orientation average is $\langle p_ip_j\rangle=p^2\delta_{ij}/3$, so

$$\langle U(0)U(\mathbf r)\rangle=\frac{np^2}{3\varepsilon^2}\int d^3R\;\nabla\frac1R\cdot\nabla\frac{1}{|\mathbf R-\mathbf r|}=\frac{4\pi np^2}{3\varepsilon^2 r}.$$

The last step is integration by parts with $\nabla^2(1/|\mathbf R-\mathbf r|)=-4\pi\delta(\mathbf R-\mathbf r)$. This holds for $r$ well above molecular size.

**Q:** It diverges at $r=0$, where it should equal $\sigma^2$.

**A:** So the short distances need a finite core. I take

$$\langle U(x)U(x+y)\rangle=\sigma^2c(y),\qquad c(y)=\frac{a}{\sqrt{a^2+y^2}} ,$$

which is 1 at $y=0$ and tends to $a/|y|$ far away. It is a legitimate covariance: $1/\sqrt{1+y^2/a^2}$ is a sum, with positive weights, of Gaussians in $y$, and each has a positive Fourier transform.

**Q:** How do you get a mobility from a random landscape without simulating it?

**A:** In one dimension the steady current $J$ is the same everywhere, and this makes the problem solvable. Let $D$ be the uniform bare diffusion constant, $\rho$ the carrier density and $V=U-Fx$. Carriers are dilute, so they do not block one another. Then

$$J=-D\left(\rho'+\frac{V'}{T}\rho\right)=-D\,e^{-V/T}\frac{d}{dx}\left(\rho\,e^{V/T}\right).$$

Multiply by $e^{V/T}$ and integrate from $x$ to infinity. The quantity $\rho e^{V/T}$ vanishes at the far end, because $-Fx$ drives $V$ to minus infinity. With $g=F/T$ and $y$ the distance ahead of $x$,

$$\rho(x)=\frac JD\int_0^\infty dy\;e^{-gy}\,e^{[U(x+y)-U(x)]/T}.$$

The drift velocity is $v=J/\langle\rho\rangle$, where the average runs over a long sample. Hence

$$\frac1v=\frac1D\int_0^\infty dy\;e^{-gy}\left\langle e^{[U(x+y)-U(x)]/T}\right\rangle .$$

The carrier is slowed by the climbs ahead of it, and the field discounts those that are far away.

**Q:** And the average?

**A:** The difference $U(x+y)-U(x)$ is Gaussian with variance $2\sigma^2[1-c(y)]$. The mean of the exponential of a Gaussian variable is the exponential of half its variance. Write $s=\sigma/T$. Without disorder $v=Dg$, so the bare mobility is $\mu_0=v/F=D/T$. Therefore

$$\frac{\mu_0}{\mu}=g\int_0^\infty dy\;\exp\{-gy+s^2[1-c(y)]\}.$$

I tested this against explicit random chains, solving the stationary rate equations on four chains of 65,536 sites spaced by $a/4$. For $s=1$ and $ga=0.3$ the chains give $\mu/\mu_0=0.569$ and the formula 0.565. For $ga=1$ they give 0.767 and 0.761.

**Q:** I still see no square root.

**A:** Replace $c$ by its tail $a/y$. The exponent becomes $s^2-gy-s^2a/y$. The field term favours short distances, while the correlation term suppresses them, since nearby energies differ little and make no high barrier. Their sum is stationary where $g=s^2a/y^2$, at

$$y_*=s\sqrt{\frac ag}.$$

There the two terms are equal, and together they give $-2s\sqrt{ga}$. Call $z=2s\sqrt{ga}$.

The whole integral can be done. Put $y=y_*e^t$. Then $gy+s^2a/y=z\cosh t$, $dy=y_*e^t\,dt$ and $gy_*=z/2$, so

$$\frac{\mu_0}{\mu}=e^{s^2}\,\frac z2\int_{-\infty}^{\infty}dt\;e^{t}e^{-z\cosh t}=e^{s^2}zK_1(z).$$

The odd part of $e^t$ integrates to zero, and the even part, $\cosh t$, gives $2K_1(z)$, with $K_1$ the modified Bessel function. For large $z$, $\cosh t\approx1+t^2/2$ gives $K_1\approx\sqrt{\pi/(2z)}\,e^{-z}$, and

$$\ln\frac{\mu}{\mu_0}\approx-s^2+2s\sqrt{\frac{Fa}{T}}-\frac12\ln\frac{\pi z}{2}.$$

The leading field dependence is your law.

**Q:** With a logarithm attached, and with the core thrown away. When is that allowed?

**A:** We need $z\gg1$ for the square root to dominate the logarithm, and $y_*\gg a$ for the tail to dominate the core. Together these say

$$\frac1{4s^2}\ll ga\ll s^2 .$$

Inside it the slope is close to the leading one. The value of $\ln\mu$ can still differ from the Bessel form by about $(ga)^{3/2}/2s$, as shown below. Outside the window the line ends. As $F\to0$, the substitution $w=gy$ shows that the integral tends to $e^{s^2}$, so the mobility settles at $\mu_0e^{-s^2}$. At very high field the integral samples $y\to0$, where $c=1$, and $\mu\to\mu_0$.

**Q:** Is the inverse distance essential, or would any correlation do?

**A:** Try a tail $c\approx(a/y)^q$. Now $gy+s^2(a/y)^q$ is stationary where $gy_*=q\,s^2(a/y_*)^q$, which means

$$y_*=\left(\frac{q\,s^2a^q}{g}\right)^{1/(q+1)} .$$

The value there is $(1+1/q)\,gy_*$, which scales as $F^{q/(q+1)}$. For $q=1$ the power is $1/2$; for $q=2$ it is $2/3$. Evaluating the full integral at $s=300$ and comparing $ga=4$ with $ga=8$ gives powers 0.501 and 0.673. That very large $s$ isolates the asymptotic law; it is not a material value.

**Q:** My film is not asymptotic. Show me ordinary numbers.

**A:** Take $\sigma=0.08$ eV, $a=1.5$ nm, $\mu_0=0.01$ cm²/Vs and 300 K. Then $T=0.02585$ eV, $s=0.08/0.02585=3.09$ and $s^2=9.58$. The window is $0.026\ll ga\ll9.6$. At 0.1 MV/cm, which is 0.01 V/nm, $ga=0.01\times1.5/0.02585=0.58$. The full integral, with the core included, gives:

| $F$ (MV/cm) | $z$ | $y_*$ (nm) | $\ln(\mu/\mu_0)$ | $\mu$ (cm²/Vs) |
|---|---|---|---|---|
| 0.04 | 2.98 | 9.6 | −7.50 | $5.5\times10^{-6}$ |
| 0.1 | 4.71 | 6.1 | −6.04 | $2.4\times10^{-5}$ |
| 0.2 | 6.67 | 4.3 | −4.42 | $1.2\times10^{-4}$ |
| 0.4 | 9.43 | 3.0 | −2.39 | $9.1\times10^{-4}$ |

A straight line in $\sqrt F$ through 25 points over this decade has $R^2=0.9989$, with an rms error of 0.05 in $\ln\mu$. Would you have called that a Coulomb trap?

**Q:** I would. What slope does it have?

**A:** The fit gives 12.0 (cm/MV)$^{1/2}$. The leading term alone would give 14.9, and the difference can be traced. Between the end fields $\sqrt F$ changes by 0.432 (MV/cm)$^{1/2}$. The Bessel formula rises there from −7.48 to −1.53, a mean slope of 13.7, so the prefactor accounts for the first reduction. The full integral rises from −7.50 to −2.39, a mean slope of 11.8, so the core accounts for the second. At 0.4 MV/cm $y_*$ is only twice $a$, and the tail is no longer a good stand-in for $c$.

The core also bends the curve. Between successive rows of the table the slope is 12.6, then 12.4, then 10.9. With scatter in the data you could easily miss that.

**Q:** At least the good fit tells me that the correlation falls as the inverse distance.

**A:** Not even that. Keep $\sigma$, $a$, the temperature and the fields, but replace $c$ by the short-range form $e^{-y^2/a^2}$. Its fit has twice the rms error, 0.11, yet $R^2$ is still 0.986. Over one decade of field, a high $R^2$ is weak evidence for any of these mechanisms.

**Q:** Then I will use the slope. A Coulomb trap has no free parameter there except the permittivity. If the fitted permittivity is sensible, the trap is real.

**A:** That is a better argument, so let us see what it returns here. Equate your slope to the leading correlated one:

$$\frac2T\sqrt{\frac F{\varepsilon}}=\frac{2\sigma}{T}\sqrt{\frac{Fa}{T}}\quad\Longrightarrow\quad\varepsilon_{\rm app}=\frac{T}{\sigma^2a}.$$

To use eV and nm, multiply by $e^2/4\pi\epsilon_0=1.44$ eV nm:

$$\varepsilon_{\rm app}=\frac{0.02585\times1.44}{0.08^2\times1.5}=3.9 .$$

The actual fitted slope gives 6.0. For comparison, a Coulomb trap in a medium with $\varepsilon=3$ has its barrier lowered by 0.139 eV at 0.1 MV/cm, which means a slope of $0.139/(0.02585\sqrt{0.1})=17$ (cm/MV)$^{1/2}$. The numbers are of the same order, although the apparent permittivity here is set by $\sigma$, $a$ and $T$, and is not the permittivity of the medium.

**Q:** The activation energy, then. A trap has a depth.

**A:** This model has an apparent one as well. At vanishing field $\ln\mu=\ln\mu_0-\sigma^2/T^2$. With $\mu_0$ held fixed, minus the derivative with respect to $1/T$ is $2\sigma^2/T$, or 0.495 eV here. If a carrier moved in one dimension at very low field, you could read that over a short temperature range as a trap half an electronvolt deep, although the landscape has an rms energy of only 0.08 eV. The sign of the difference is that this energy changes with temperature.

**Q:** So temperature is what separates the two?

**A:** In this one-dimensional model it tells you more than the field does. At fixed permittivity the Coulomb slope varies as $T^{-1}$, and the leading correlated slope as $T^{-3/2}$. With $\sigma$, $a$ and the field range fixed, the fits give:

| Temperature (K) | Slope ((cm/MV)$^{1/2}$) | Apparent $\varepsilon$ |
|---|---|---|
| 250 | 16.7 | 4.5 |
| 300 | 12.0 | 6.0 |
| 350 | 8.9 | 8.0 |

An apparent permittivity that nearly doubles over 100 K, when a separate capacitance measurement shows no such change, speaks against the simple Coulomb reading. A small offset or drift does not. If escape from the trap is averaged over all directions, a medium with $\varepsilon=3$ returns an apparent value of 3.8 at 250 K and 4.2 at 350 K over the same fields.

**Q:** But 16.7 to 8.9 is steeper than $T^{-3/2}$.

**A:** It is: the power between the end temperatures is −1.87. The two corrections explain it. Since $z\propto\sqrt F$, the term $-\frac12\ln z$ lowers the mean slope by $\frac12\ln\sqrt{10}/0.432=1.3$ at every temperature; the exact Bessel prefactor loses slightly less, 1.1 to 1.2 over this range. For the core, expand $c\approx a/y-a^3/(2y^3)$. At $y_*$ the second term lowers $\ln\mu$ by

$$\frac{s^2a^3}{2y_*^3}=\frac{(ga)^{3/2}}{2s}\propto T^{-1/2}.$$

So the slope is a term in $T^{-3/2}$ minus two pieces that vary more slowly. At 300 K these are about 14.9, 1.2 and 1.9, the last taken from the gap between the Bessel formula and the full integral. At the upper fields the expansion is too crude to describe that whole gap, which stays within 0.1 of 1.9 from 250 to 350 K. With both losses treated as constant, the local power is roughly

$$-\frac{1.5\times14.9}{14.9-1.2-1.9}\approx-1.9 ,$$

close to the fitted value. Even in one dimension, then, the bare $-3/2$ is not the power to expect over this range of fields.

**Q:** If my slope fails the $1/T$ test, have I proved correlated disorder?

**A:** No, that would repeat the same error with the names exchanged. You would have ruled out the simplest Coulomb law, with one permittivity and a slowly varying prefactor.

**Q:** My film is three-dimensional. Your carrier must climb every barrier on its line, and mine can walk around.

**A:** That is the assumption that matters most. The parameters sit in the rough regime of a molecularly doped polymer that carries holes, where the energy spread is around 0.1 eV and neighbouring molecules are about a nanometre apart. So 0.08 eV and 1.5 nm have the right order of size. If dipoles alone supplied the tail $\sigma^2a/r$, the formula above would require about 5 debye per molecule, at one dipole per cubic nanometre and $\varepsilon=3$, which means a strongly polar film. On a cubic lattice with 1 nm spacing, such dipoles would give an rms energy of about 0.11 eV, so $\sigma$ and $a$ are round choices here and do not describe one particular dipolar film. The value of $\mu_0$ is simply a round choice.

To size the detours I put the same energies on a cubic lattice of spacing $a$. The hopping rate is proportional to $e^{-\Delta/2T}$, with $\Delta$ the energy change including the work of the field. Six periodic boxes of $14^3$ sites are compared with the one-dimensional chain of the same spacing and rates:

| $F$ (MV/cm) | $\ln(\mu/\mu_0)$, 3D | $\ln(\mu/\mu_0)$, chain |
|---|---|---|
| 0.1 | −2.08 | −5.30 |
| 0.2 | −1.67 | −3.65 |
| 0.4 | −1.11 | −1.65 |

At 0.1 MV/cm the mobility in these boxes is $e^{3.2}\approx25$ times that of the chain. Most of this gain comes from the detours. Six small boxes also miss some of the rare deep states: larger samples, with more boxes or with boxes up to $36^3$ sites, give about −2.4 at 0.1 MV/cm and −1.2 at 0.4 MV/cm, so the gain is nearer 18. The slope falls from 11.5 to 3.1 (cm/MV)$^{1/2}$ in the six boxes, with an apparent permittivity of about 90. The larger samples give about 3.9 and about 57.

**Q:** Then the sensible permittivity was an accident of one dimension!

**A:** For these parameters, yes. The line of argument "correlated disorder also gives the right slope" is not supported in three dimensions by this example, and an apparent permittivity of several tens would have made you doubt a Coulomb trap in a polymer. What survives is the logical point: a straight line can arise without Coulomb wells, as the one-dimensional model shows.

**Q:** Is the three-dimensional result at least a straight line?

**A:** The three points lie within 0.004 of one, but that is luck: other sets of six boxes depart by up to 0.05. Three points over a factor of four in field cannot establish a law in any case. The scatter among these six boxes suggests an uncertainty of 0.06 to 0.09 in $\ln\mu$, but it understates the error at low field, which is about 0.3. Six boxes 21 nm wide hold few of the deepest states, which slow the carrier most at low field. Sampling more sites steepens the line, and the apparent permittivity of 90 is too high by a factor of about 1.6. Take the values as a size estimate. Part of the rise belongs to the hopping rule itself: without disorder it gives $\mu/\mu_0=\sinh(ga/2)/(ga/2)$, which increases $\ln\mu$ by 0.20 between 0.1 and 0.4 MV/cm, against a total rise of 0.97 in these six boxes and about 1.2 in larger samples.

**Q:** Why does your chain differ from the continuum even at low field? You had −6.04 at 0.1 MV/cm, and now −5.30.

**A:** Discrete hops miss the energies between sites. In this rule the link between neighbours $i$ and $i+1$ is governed by the mean of their two energies, which fluctuates less than a single energy. At low field the exponent $s^2$ is replaced by half the variance of $(U_i+U_{i+1})/2T$ plus half that of $U/T$, which is

$$s^2\left[\frac{1+c(a)}4+\frac12\right]=0.927\,s^2,\qquad c(a)=\frac1{\sqrt2}.$$

The change is $0.073\times9.58=0.70$, close to the 0.74 you noticed. It shifts the line by a factor of about two in mobility and leaves its slope nearly unchanged.

**Q:** And the carriers were dilute. Mine carry a space-charge current.

**A:** For a size, take a constant mobility. The field then grows as the square root of the distance from the injecting contact, so its exit value is 3/2 of the mean, and Gauss's law gives the mean charge density as the permittivity times this exit field, divided by the thickness. For a film 1 µm thick with $\varepsilon=3$ and a mean field of 0.4 MV/cm, the space charge is about $10^{16}$ cm$^{-3}$, or $3.4\times10^{-5}$ carriers per site. At the same chemical potential, the limit of one carrier per site reduces the occupation by 6% relative to the dilute formula. The loss is larger near the injecting contact and in thinner films, about 18% for 100 nm at the same mean field. That is a size for the filling of deep states, not a computed change in mobility.

**Q:** So what may I write about my film?

**A:** That its mobility follows the square-root law over the measured fields, and that this is compatible with Coulomb traps. To go further, measure the permittivity separately and follow the slope with temperature. Then compare both mechanisms with those data, using a three-dimensional calculation for the correlated one, because the temperature dependence shown above was computed in one dimension. The numerical check computes the main values used here.

## Values computed for the example and the checks

```
TESTS ON DIMENSIONLESS CASES
s=1, g*a=0.3: mu/mu0 chains 0.5688, formula 0.5646
s=1, g*a=1.0: mu/mu0 chains 0.7670, formula 0.7613
tail power 1: field exponent 0.5012
tail power 2: field exponent 0.6727
EXAMPLE INPUTS
sigma 0.08 eV, a 1.5 nm, T 300 K, mu0 0.01 cm2/Vs
kT 0.02585 eV, s 3.0945, s^2 9.5762
window for g*a: well above 0.0261, well below 9.58
ONE-DIMENSIONAL MODEL
F 0.04 MV/cm: g*a 0.2321, z 2.982, y* 9.64 nm
  ln(mu/mu0) -7.505, Bessel -7.476, site chain -6.792
  mu 5.505e-06 cm2/Vs
F 0.1 MV/cm: g*a 0.5802, z 4.714, y* 6.09 nm
  ln(mu/mu0) -6.037, Bessel -5.935, site chain -5.300
  mu 2.388e-05 cm2/Vs
F 0.2 MV/cm: g*a 1.1605, z 6.667, y* 4.31 nm
  ln(mu/mu0) -4.418, Bessel -4.136, site chain -3.646
  mu 1.205e-04 cm2/Vs
F 0.4 MV/cm: g*a 2.3209, z 9.429, y* 3.05 nm
  ln(mu/mu0) -2.393, Bessel -1.533, site chain -1.649
  mu 9.137e-04 cm2/Vs
fitted slope 11.957 (cm/MV)^0.5, asymptotic 14.908
fit: rms error in ln mu 0.0520, R^2 0.99888
short-range control: rms 0.1098, R^2 0.98646
zero-field apparent activation energy 0.4951 eV
COULOMB READING
assumed film permittivity 3.0
barrier lowering at 0.1 MV/cm 0.1386 eV, at radius 6.93 nm
Coulomb-trap slope 16.949 (cm/MV)^0.5
asymptotic apparent permittivity 3.878
T 250 K: slope 16.658 (cm/MV)^0.5, apparent permittivity 4.472
T 300 K: slope 11.957 (cm/MV)^0.5, apparent permittivity 6.028
T 350 K: slope 8.877 (cm/MV)^0.5, apparent permittivity 8.034
fitted temperature power of slope -1.871 (Coulomb: -1)
NEGLECTED EFFECTS
field energy per hop at 0.4 MV/cm 0.0600 eV
space charge, 1 um film: 9.95e+15 cm^-3, 3.36e-05 per site
occupation lost to state filling 6.17 percent
3D boxes: 6 of 14^3 sites
F 0.1 MV/cm: ln(mu/mu0) 3D -2.079 (spread/sqrt(n) 0.090), 1D sites -5.300
F 0.2 MV/cm: ln(mu/mu0) 3D -1.670 (spread/sqrt(n) 0.066), 1D sites -3.646
F 0.4 MV/cm: ln(mu/mu0) 3D -1.108 (spread/sqrt(n) 0.061), 1D sites -1.649
slope 3D 3.067, 1D sites 11.497 (cm/MV)^0.5
3D largest departure from line in ln mu 0.004
3D apparent permittivity 91.6
```
